Second-sound speed in an isotropic Debye solid with unequal phonon branches

**Question**

I am trying to show that second sound in an isotropic Debye solid with c_L = 2c_T travels at about 0.59 c_T when the temperature is low and damping is ignored. For a phonon gas with a single sound speed c, I know that the answer is c/√3. I therefore replaced the three branches by one Debye mean speed c_D, defined by

3/c_D³ = 2/c_T³ + 1/c_L³.

This gives c_D = 1.1218 c_T and c_D/√3 = 0.648 c_T, not 0.59 c_T. The mean speed reproduces the heat capacity, so why does it fail here? How should the branches be combined? And what does "undamped" demand of a real crystal?

**Answer**

The mean speed c_D is built to give the right heat capacity, but a wave also needs the right inertia. The inertia of the phonon gas weights the branches differently, so no mean taken from the heat capacity alone can serve. The cure is to write the two conservation laws for all three branches together.

**What the collisions leave behind**

Let branch i have ω = c_i q. Normal collisions conserve the energy ħω and the crystal momentum ħq. Consider a process in which phonons 1 and 2 merge into 3. It is balanced by its reverse when

n₁n₂(1 + n₃) = (1 + n₁)(1 + n₂)n₃.

Dividing by the three factors (1 + n) gives

[n₁/(1 + n₁)] [n₂/(1 + n₂)] = n₃/(1 + n₃).

The drifting Planck distribution

n = 1/(exp[(ħω − ħq·u)/kT] − 1)

has n/(1 + n) = exp[−(ħω − ħq·u)/kT]. The balance therefore holds because ω₁ + ω₂ = ω₃ and q₁ + q₂ = q₃. If the collisions connect the branches, all three must share the same T and the same drift velocity u. I assume that this happens quickly compared with the period of the wave.

Now take a small disturbance varying along x, with u along x, and write θ = δT/T. The derivative of 1/(eˣ − 1) is −n(n + 1), and the exponent changes by −(ħωθ + ħq_x u)/kT. Hence

δn = n₀(n₀ + 1)(ħωθ + ħq_x u)/kT.

**Four moments**

Let μ be the cosine of the angle between q and x. Then q_x = ωμ/c_i and the group velocity along x is c_iμ. The heat capacity per volume of branch i is

C_i = Σ_q (ħω)² n₀(n₀ + 1)/(kT²),

where Σ_q means a sum over modes per unit volume. Define

C = Σ C_i,  S = Σ C_i/c_i².

Odd powers of μ average to zero and μ² averages to 1/3. The four quantities needed are then:

energy density: Σ ħω δn = CTθ

heat flux: Σ ħω (c_iμ) δn = (CT/3)u

momentum density: Σ (ħωμ/c_i) δn = (TS/3)u

momentum flux: Σ (ħωμ/c_i)(c_iμ) δn = (CT/3)θ

In the heat flux, the c_i from the group velocity cancels the 1/c_i from the momentum. In the momentum density two factors 1/c_i survive. This is where slow branches gain extra weight.

**The wave equation**

Multiply the Boltzmann equation by ħω or ħq_x and sum over modes. Normal collisions drop out, leaving

CT ∂θ/∂t + (CT/3) ∂u/∂x = 0,

(TS/3) ∂u/∂t + (CT/3) ∂θ/∂x = 0.

Dividing by the leading coefficients gives

∂θ/∂t = −(1/3) ∂u/∂x,

∂u/∂t = −(C/S) ∂θ/∂x.

Differentiate the first in time and insert the second:

∂²θ/∂t² = [C/(3S)] ∂²θ/∂x².

The squared speed is therefore

c_II² = C/(3S).

Equivalently, 1/c_II² is three times the mean of 1/c_i², weighted by heat capacity. For one speed this returns c/√3.

**Low-temperature weights**

Far below the Debye temperature the upper limit of the frequency integral may be taken to infinity. With y = ħc_i q/kT, each branch has energy density

E_i = [(kT)⁴/(2π²ħ³c_i³)] ∫₀^∞ y³/(eʸ − 1) dy = π²(kT)⁴/(30ħ³c_i³),

since the integral is π⁴/15. Differentiating with respect to T,

C_i = (2π²k/15)(kT/ħc_i)³.

The common factor cancels in C/S, and so does the temperature:

c_II² = (1/3) (Σ c_i⁻³)/(Σ c_i⁻⁵).

For two branches at c_T and one at 2c_T, in units c_T = 1,

Σ c_i⁻³ = 2 + 1/8 = 17/8,

Σ c_i⁻⁵ = 2 + 1/32 = 65/32.

Thus

c_II²/c_T² = (1/3)(17/8)(32/65) = 68/195 = 0.3487,

**c_II = 0.5905 c_T.**

The longitudinal branch holds 1/17 of the heat capacity but only 1/65 of the inertia. Second sound is mostly a motion of the transverse phonons, and the longitudinal ones raise its speed slightly above c_T/√3 = 0.577 c_T. The ratio c_L/c_T matters little: the formula gives 0.577 at ratio 1, 0.599 at 1.5 and 0.582 at 3, all in units of c_T. For an infinite ratio it returns to 0.577, because the longitudinal branch is then empty.

Your estimate replaced the mean of 1/c_i², which is 65/68 = 0.956, by 1/c_D² = 0.795. That makes the gas too light and the wave too fast.

As an independent check, I diagonalized a discretized linear Boltzmann equation. In units with c_T = 1, the transverse relaxation rate was 0.5 + 0.2y, with y = ħω/kT, the longitudinal rate was three times larger, and the wave number was 10⁻³. The slow wave had speed 0.59052, in agreement with the formula. When energy and momentum were instead conserved in the transverse and longitudinal groups separately, two waves appeared, at 0.577 and 1.155. These are c_T/√3 and c_L/√3, so exchange between the branches is needed for the single speed.

**Damping by loss of momentum**

Defects, isotopes and umklapp processes destroy crystal momentum. With one common loss time τ_R, the second law becomes

∂u/∂t = −3c_II² ∂θ/∂x − u/τ_R,

where C/S = 3c_II² was used. For a disturbance exp(λt + ikx), eliminating u gives

λ² + λ/τ_R + c_II²k² = 0,

λ = −1/(2τ_R) ± √[1/(4τ_R²) − c_II²k²].

The root is complex, and there is a wave, if 2c_II kτ_R > 1. Its amplitude then decays at the rate 1/(2τ_R). In the opposite limit the slow root is λ ≈ −c_II²k²τ_R, which describes heat diffusion. This value of the diffusivity assumes that normal collisions remain much more frequent than momentum loss. With single, frequency-independent times and c_L = 2c_T, the true value is about 6% larger when the two rates are equal and about 12% larger when normal collisions are absent.

**Damping by slow normal collisions**

The shared drift is never established perfectly. To estimate the error, let all phonons relax to the drifting distribution with one time τ_N. To first order, the departure from it is

δn₁ = −τ_N(∂/∂t + c_iμ ∂/∂x)δn.

Write primes for ∂/∂x and replace the time derivatives by the undamped laws, θ̇ = −u′/3 and u̇ = −3c_II²θ′. Then

δn₁ = −τ_N n₀(n₀ + 1)(ħω/kT)[(μ² − 1/3)u′ + μ(c_i − 3c_II²/c_i)θ′].

This departure carries no net energy, since μ² − 1/3 averages to zero. It carries no net momentum, since C − 3c_II²S = 0. It does add to both fluxes. With ⟨c²⟩ = Σ C_i c_i²/C,

extra heat flux = −τ_N CT(⟨c²⟩/3 − c_II²)θ′,

extra momentum flux = −τ_N CT(1/5 − 1/9)u′ = −(4/45)τ_N CT u′.

Here 1/5 is the average of μ⁴. Putting these fluxes into the conservation laws and dividing by CT and TS/3 respectively gives

θ̇ = −u′/3 + τ_N(⟨c²⟩/3 − c_II²)θ″,

u̇ = −3c_II²θ′ + (4/5)τ_N c_II²u″.

For exp(λt + ikx), call the two damping terms ak² and bk². Then

(λ + ak²)(λ + bk²) + c_II²k² = 0.

The real part of λ is −(a + b)k²/2, so the amplitude decays at the rate Dk² with

D = (τ_N/2)(⟨c²⟩/3 − c_II²/5).

In our case ⟨c²⟩ = (Σ c_i⁻¹)/(Σ c_i⁻³) = (5/2)/(17/8) = 1.1765 c_T², and D = 0.1612 c_T²τ_N. Together the two mechanisms define the window for nearly undamped second sound. With ω_II = c_II k,

ω_IIτ_N ≪ 1 ≪ ω_IIτ_R.

**A numerical case**

Take c_T = 3.5 km/s, c_L = 7.0 km/s, T = 12 K, τ_N = 0.05 µs and τ_R = 20 µs. These are round model values, meant as rough sizes for a heat-wave experiment on a very pure dielectric crystal, and they describe no particular substance. Let the path and the wavelength both be 10 mm. It is handy that 1 km/s = 1 mm/µs. The ideal speed is

c_II = 0.5905 × 3.5 = 2.07 km/s.

The wave needs 10/2.067 = 4.84 µs to cross. Phonons that crossed without collisions would need only 1.43 µs (longitudinal) or 2.86 µs (transverse). With τ_N = 0.05 µs practically none do so, and the model predicts no ballistic pulse here.

The wave number is 2π/10 = 0.628 mm⁻¹, which gives ω_IIτ_N = 0.065 and ω_IIτ_R = 26. Both conditions hold, but the damping is not negligible:

Dk² = 0.0987 × 0.6283² = 0.039 µs⁻¹,

1/(2τ_R) = 0.025 µs⁻¹.

The sum is 0.064 µs⁻¹, and the Boltzmann eigenmode for the same parameters also gives 0.064 µs⁻¹. After 4.84 µs, about 73% of the amplitude is left. The phase speed changes by less than 0.1% at this fixed wavelength and by less than 0.5% if the source fixes the frequency instead, while the group speed of a packet at this frequency rises by about 1%, so here these two mechanisms affect the height of the signal far more than its timing.

**Drag at the side walls**

Suppose that the crystal is a slab of thickness W = 10 mm with rough, thermally insulating faces, where u = 0. Let z run across the slab. The variation of u along z produces

δn₁ = −τ_N n₀(n₀ + 1)(ħq_x/kT) v_z ∂u/∂z.

The resulting flux of x-momentum along z is −(τ_N CT/15) ∂u/∂z, because the angular average of n_x²n_z² is 1/15, with n the direction of q. Dividing by the inertia TS/3 gives the kinematic viscosity

ν = τ_N C/(5S) = (3/5)c_II²τ_N = 0.128 mm²/µs.

A flow without driving decays most slowly with a half-sine profile across the slab, at the rate νπ²/W² = 0.0126 µs⁻¹. Used as a momentum-loss rate, this would leave a factor 0.97 in amplitude. That figure is too optimistic for this wave. At ω_II = 0.0649/0.05 = 1.30 µs⁻¹, drag penetrates only to a depth

δ = √(2ν/ω_II) = √(2 × 0.128/1.30) ≈ 0.44 mm,

so the drag acts mainly in thin layers at the faces. As a first estimate, take the profile between these layers to be flat.

For time dependence exp(−iωt), the velocity near a face is U[1 − e^(−(1−i)z/δ)], where U is the velocity in the middle. Two such layers reduce the mean velocity by the factor

1 − 2δ/[W(1 − i)] = 1 − (1 + i)δ/W.

The energy law contains this mean velocity, so ω² = c_II²k²[1 − (1 + i)δ/W]. To first order in δ/W,

ω = c_II k[1 − (1 + i)δ/(2W)].

The wave is slowed by δ/(2W) ≈ 2%, and its amplitude decays at the extra rate ω_IIδ/(2W) ≈ 0.029 µs⁻¹. Over the path this is a factor of about 0.87, which brings the surviving amplitude from 73% to roughly 64%. The estimate is itself rough, for two reasons. It takes U to be uniform across the slab, although the slab is as thick as a wavelength. Letting U vary raises the extra decay rate for u = 0 at the faces to about 0.04 µs⁻¹. In addition, the transverse mean free path c_Tτ_N = 0.175 mm is not very small beside δ, so the phonon gas slips at the faces, which weakens the drag. With both effects included, the Boltzmann equation for faces that scatter phonons diffusely gives a slowing of about 1.2% and an extra decay rate of about 0.032 µs⁻¹. The surviving amplitude is then about 63%, so the two errors of the simple estimate nearly cancel in the amplitude here, though not in the speed.

**Dispersion and anisotropy**

Both effects follow from the same two conservation laws with a general ω(q) and group velocity v. With w = n₀(n₀ + 1), define

K = Σ wω²,  F = Σ wωv_x q_x,  M = Σ wq_x².

Apart from common constants, the energy density is Kθ, both fluxes have the coefficient F, and the momentum density is Mu. Therefore

c_II² = F²/(KM).

For dispersion, I used ω = (2c_i/a) sin(qa/2) in each branch, with a = 0.25 nm. At 12 K this gives 1.96 km/s, which is 5.4% below the ideal value. The temperature is thus not low enough for the limiting formula to hold to three digits in this model. The size of the shift depends strongly on the choices made: it is about 3% for a = 0.20 nm, 9% for a = 0.30 nm, and 18% for a = 0.25 nm at 18 K. The same calculation at 0.5 K agrees with the ideal value to within 0.1%.

For an anisotropic crystal without dispersion, the speeds depend on the direction n, with ω = c(n)q. Substituting q = y/c in the integrals gives K ∝ ⟨Σc⁻³⟩, F ∝ ⟨Σn_x v_x c⁻⁴⟩ and M ∝ ⟨Σn_x²c⁻⁵⟩, where the brackets average over directions. In a cubic crystal the x, y and z averages are equal. Since n·v = c and n² = 1,

c_II² = (1/3)⟨Σc⁻³⟩/⟨Σc⁻⁵⟩.

I kept C₁₁ and C₄₄ fixed, with C₁₁ = 4C₄₄, and changed C₁₂. A Zener ratio 2C₄₄/(C₁₁ − C₁₂) of 0.7 raises the speed by 6.9%, and a ratio of 1.3 lowers it by 6.0%, both relative to the isotropic value. Most of this shift is a change in the transverse speeds themselves. If c_T is instead the transverse speed averaged over directions through c⁻³, the ratio c_II/c_T is 0.589 and 0.586 in the two cases, within 1% of the isotropic 0.5905.

**What this means for a real crystal**

Second sound has been seen in a few very pure dielectric crystals at low temperatures. The value 0.59 c_T is a guide to its speed in such a crystal if the speed ratio is near 2. For the numbers above, dispersion lowers it by about 5%, so even the second digit of 0.59 should not be trusted for a material at such a temperature. In a weakly anisotropic crystal c_T should be the average over directions just described. For strong anisotropy even this fails: with the same C₁₁ and C₄₄, c_II/c_T falls to 0.567 at a Zener ratio of 2 and to 0.541 at a ratio of 3, and the directional averages must then be computed in full. Taking √(C₄₄/ρ) instead, with ρ the mass density, would add an error of 6 to 7% in the two cases above.

The assumption that ordinary crystals break is the window between τ_N and τ_R. Mixed isotopes and impurities shorten τ_R, and cooling to suppress umklapp processes also lengthens τ_N. In the example, a disturbance of 10 mm wavelength would stop oscillating if τ_R fell below 1/(2ω_II) ≈ 0.39 µs. If the source fixes the frequency there is no sharp threshold, but at that τ_R less than 1% of the amplitude survives the 10 mm path. A metal has electrons as a further sink of phonon momentum and a further carrier of heat, and the model contains neither.

A single τ_N is also a simplification, since real normal rates depend on frequency and branch. In the limit ω_IIτ_N → 0 this does not alter the speed, as the check with unequal rates shows, but it does alter D and ν. Finally, I have left out the coupling to ordinary sound through thermal expansion and have not estimated its size.

Table of computed values

```
GENERAL RESULT, c_L = 2 c_T
sum c^-3 (c_T = 1): 17/8 = 2.12500
sum c^-5 (c_T = 1): 65/32 = 2.03125
(c_II/c_T)^2: 68/195 = 0.348718
c_II/c_T, formula: 0.59052
c_II/c_T, numerical moments: 0.59052
c_II/c_T, Boltzmann eigenmode: 0.59052
c_II/c_L: 0.29526
c_II/c_T for c_L/c_T = 1.0: 0.5774
c_II/c_T for c_L/c_T = 1.5: 0.5992
c_II/c_T for c_L/c_T = 3.0: 0.5821
Debye mean speed / c_T: 1.1218
wrong estimate, Debye mean/sqrt(3) / c_T: 0.6477
separate-branch waves / c_T: 0.5774, 1.1547
mean c^2 / c_T^2: 1.1765
D/(c_T^2 tau_N), formula: 0.1612; eigenmode: 0.1612
nu/(c_T^2 tau_N), formula: 0.2092; eigenmode: 0.2092
WORKED EXAMPLE (round model parameters)
c_T: 3.5 km/s; c_L: 7.0 km/s; T: 12.0 K
path = wavelength: 10.0 mm; thickness: 10.0 mm
tau_N: 0.05 us; tau_R: 20.0 us; spacing: 0.25 nm
second-sound speed, undamped: 2.067 km/s
arrival, longitudinal ballistic: 1.43 us
arrival, transverse ballistic: 2.86 us
arrival, second sound (also its period): 4.84 us
wave number k: 0.6283 1/mm
omega tau_N: 0.0649; omega tau_R: 26.0
NEGLECTED EFFECTS
D: 0.0987 mm^2/us
decay rate from tau_N, D k^2: 0.0390 1/us
decay rate from tau_R, 1/(2 tau_R): 0.0250 1/us
decay rate, Boltzmann eigenmode: 0.0637 1/us
amplitude left after the path: 0.735
speed with damping: 2.068 km/s
speed shift by damping: 0.07 %
viscosity nu: 0.1282 mm^2/us
wall momentum-loss rate: 0.0126 1/us
extra amplitude factor from walls: 0.970
speed with lattice dispersion: 1.955 km/s
speed shift by dispersion: -5.40 %
Zener ratio 0.7: c_II = 2.209 km/s, shift 6.9 %
Zener ratio 1.3: c_II = 1.943 km/s, shift -6.0 %
```
